# Landauer's Residual-Resistivity Dipole and the Electromigration Wind Force

## A. What fails when the scattered electrons are left out

Suppose the force on an impurity in a current-carrying metal is taken as its excess charge times the field. For an impurity of excess valence $+1$ this gives $+eE$. In the example of section G, the electrons scattered by the impurity push it with about $-10\,eE$: opposite in direction and ten times larger. Suppose also that the electric potential near the impurity is taken as that of the uniform field. Then the voltage that must accompany the impurity's added resistance is missing.

Both omissions are cured by the transport cross section $\sigma_{\rm tr}$. For a free-electron gas of density $n$ and transport mean free path $\lambda$, with $\delta\phi$ the leading term far from the scatterer, averaged over Friedel oscillations, the results are

$$
\delta\phi(\mathbf r)=-\frac{\lambda\sigma_{\rm tr}}{4\pi}\frac{\mathbf E\cdot\mathbf r}{r^3},\qquad
\mathbf F_w=-n\lambda\sigma_{\rm tr}\,e\mathbf E. \tag{1}
$$

The wind valence is thus $Z_{\rm wind}=-n\lambda\sigma_{\rm tr}$. The full effective valence is $Z^*=Z_{\rm direct}-n\lambda\sigma_{\rm tr}$, where $Z_{\rm direct}$ collects the force not due to scattering from a rigid potential. It needs a separate calculation and is not derived here.

## B. The incident distribution

The electron charge is $-e$, with $e>0$. The gas is degenerate, with Fermi wavevector $k_F$, speed $v_F=\hbar k_F/m$ and density of states $N=3n/(2\varepsilon_F)$ for both spins. We need $k_F\lambda\gg1$, a scatterer much smaller than $\lambda$, $\sigma_{\rm tr}\ll\lambda^2$, and a response linear in $\mathbf E$. The results for the dipole and the added resistivity also need $|b|\ll\lambda$, with the length $b$ defined in section C.

Write the occupation as $f=f_0+\delta(\varepsilon-\varepsilon_F)\,g(\mathbf\Omega)$, with $\mathbf\Omega$ the direction of $\mathbf k$. The background scatters elastically at a rate $W$ that depends on the angle alone:

$$
Cg=\int W(\mathbf\Omega\cdot\mathbf\Omega')\,[g(\mathbf\Omega)-g(\mathbf\Omega')]\,d\Omega' .
$$

By symmetry $\int W\mathbf\Omega'd\Omega'$ points along $\mathbf\Omega$. Hence $C\mathbf\Omega=\mathbf\Omega/\tau$ with $1/\tau=\int W(1-\cos\theta)\,d\Omega'$, and $\lambda=v_F\tau$.

The force on an electron is $-e\mathbf E$, and $\partial f_0/\partial\mathbf p=-\mathbf v\,\delta(\varepsilon-\varepsilon_F)$. The uniform Boltzmann equation is therefore $e\mathbf E\cdot\mathbf v=-Cg_0$, so

$$
g_0=-e\lambda\,\mathbf E\cdot\mathbf\Omega . \tag{2}
$$

More electrons move against $\mathbf E$ than along it. Since $\langle\Omega_i\Omega_j\rangle=\delta_{ij}/3$, the current density is

$$
\mathbf j=-eNv_F\langle g_0\mathbf\Omega\rangle=\frac{e^2Nv_F\lambda}{3}\mathbf E=\frac{ne^2\lambda}{\hbar k_F}\mathbf E. \tag{3}
$$

## C. One scattering state and its density

Let $V(r)$ be the spherical, already screened potential of the scatterer, finite at the origin and of short range. It is held rigid. An incident wave of unit density gives

$$
\psi=\sum_L(2L+1)i^Le^{i\delta_L}R_L(r)P_L(\cos\gamma),\qquad
R_L\to\frac{\sin(kr-L\pi/2+\delta_L)}{kr},
$$

where $\gamma$ is the angle between $\mathbf k$ and $\mathbf r$. Put $\Delta_L=\delta_L-\delta_{L+1}$. The scattering amplitude is $A=k^{-1}\sum(2L+1)e^{i\delta_L}\sin\delta_LP_L$. Two Legendre integrals are needed:

$$
\int_{-1}^{1}P_L^2\,d\mu=\frac{2}{2L+1},\qquad
\int_{-1}^{1}\mu P_LP_{L+1}\,d\mu=\frac{2(L+1)}{(2L+1)(2L+3)} .
$$

The second follows from the first and $(2L+1)\mu P_L=(L+1)P_{L+1}+LP_{L-1}$. Then

$$
\begin{aligned}
\sigma_{\rm tr}&=\int|A|^2(1-\cos\theta)\,d\Omega\\
&=\frac{4\pi}{k^2}\sum_L\left[(2L+1)\sin^2\delta_L-2(L+1)\sin\delta_L\sin\delta_{L+1}\cos\Delta_L\right].
\end{aligned}
$$

Split $2L+1=(L+1)+L$ and relabel the second part. The first term becomes $(L+1)(\sin^2\delta_L+\sin^2\delta_{L+1})$. The identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$ then gives

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_L(L+1)\sin^2\Delta_L . \tag{4}
$$

The density dipole and the force both depend on the average

$$
D(r)=\tfrac12\int_{-1}^{1}\mu\,|\psi|^2d\mu,\qquad \mu=\cos\gamma .
$$

Only neighbouring $L$ contribute. Each pair carries the phase factor $-ie^{i\Delta_L}+ie^{-i\Delta_L}=2\sin\Delta_L$, so

$$
D(r)=2\sum_L(L+1)\sin\Delta_L\,R_LR_{L+1}. \tag{5}
$$

Far away, let $x=kr-L\pi/2+\delta_L$ and $y=x-\pi/2-\Delta_L$. Then

$$
R_LR_{L+1}\to\frac{\cos(x-y)-\cos(x+y)}{2(kr)^2},\qquad \cos(x-y)=-\sin\Delta_L .
$$

The term in $\cos(x+y)$ oscillates as $2kr$: it is a Friedel oscillation. To leading order in $1/(kr)$ the smooth remainder, by (4), is

$$
D_{\rm smooth}=-\frac{1}{k^2r^2}\sum_L(L+1)\sin^2\Delta_L=-\frac{\sigma_{\rm tr}}{4\pi r^2}. \tag{6}
$$

For independent electrons the current changes the density by $N\langle g_0|\psi|^2\rangle$, averaged over incident directions. Rotational symmetry about $\hat{\mathbf r}$ gives $\langle\mathbf\Omega|\psi|^2\rangle=\hat{\mathbf r}D$. With (2), the smooth density change divided by $N$ is

$$
\delta\mu(\mathbf r)=e\lambda\sigma_{\rm tr}\frac{\mathbf E\cdot\mathbf r}{4\pi r^3}. \tag{7}
$$

Electrons arrive from the $+\mathbf E$ side and pile up there; the other side is depleted. Far away the oscillating part also falls as $1/r^2$, so it keeps a fixed size relative to the smooth part as long as a coherent wave of one energy describes the electrons, that is for $r\ll\lambda$ and at low temperature. Equation (7) describes the leading far-field density, averaged over these oscillations.

How far is far? To next order, $R_L\to[\sin x+L(L+1)\cos x/(2kr)]/(kr)$. This adds the smooth term $(L+1)\cos\Delta_L/[2(kr)^3]$ to $R_LR_{L+1}$. By (5), the smooth density is then (7) multiplied by $1-b/r$, with

$$
b=\frac{\sum_L(L+1)^2\sin\Delta_L\cos\Delta_L}{k_F\sum_L(L+1)\sin^2\Delta_L}.
$$

Equation (7) therefore needs $r\gg|b|$, and $|b|$ can be much longer than the screening length. The factor $1-b/r$ holds for $r\ll\lambda$ only. Background collisions stop its approach to one: for $r\gg\lambda$ a relative correction of order $b/\lambda$ remains (section F).

## D. Background collisions and screening

Equation (7) was obtained for $r\ll\lambda$. At larger distances the scattered electrons collide with the background. On this scale the scatterer is a point source in the kinetic equation:

$$
S(\mathbf\Omega)=v_F\int\sigma(\mathbf\Omega\cdot\mathbf\Omega')\,[g_0(\mathbf\Omega')-g_0(\mathbf\Omega)]\,d\Omega'
=-v_F\sigma_{\rm tr}g_0=\mathbf s\cdot\mathbf\Omega ,
$$

with $\mathbf s=e\lambda v_F\sigma_{\rm tr}\mathbf E$.

Let $U$ be the potential energy of the induced charge, and $h$ the change of occupation at fixed kinetic energy. The force $-\nabla U$ adds $\mathbf v\cdot\nabla U$ to $\mathbf v\cdot\nabla h$. Because $U$ does not depend on direction, $CU=0$. The sum $g=h+U$ therefore obeys $\mathbf v\cdot\nabla g+Cg=S\,\delta(\mathbf r)$. With Fourier factors $e^{i\mathbf q\cdot\mathbf r}$,

$$
iv_F\,\mathbf q\cdot\mathbf\Omega\,g_{\mathbf q}+Cg_{\mathbf q}=\mathbf s\cdot\mathbf\Omega .
$$

Split $\mathbf s$ into parts along and across $\mathbf q$.

- The longitudinal part is balanced by the isotropic distribution $a=-i\,\mathbf q\cdot\mathbf s/(v_Fq^2)$, because $Ca=0$.
- The transverse part changes sign when directions are rotated by $\pi$ about $\mathbf q$, while the operator does not. Its solution also changes sign and has zero angular average.

Hence

$$
\langle g\rangle_{\mathbf q}=-ie\lambda\sigma_{\rm tr}\frac{\mathbf E\cdot\mathbf q}{q^2}. \tag{8}
$$

Since $1/q^2$ transforms to $1/(4\pi r)$ and $i\mathbf q$ to $\nabla$, the factor $-i\mathbf q/q^2$ transforms to $\mathbf r/(4\pi r^3)$. This is (7) again. Within the point-source model, the same dipole holds from the ballistic to the diffusive region, also for anisotropic background scattering. A numerical solution with such a background was tested at $q\lambda=0.3$, $1$ and $3$, and agrees with (8) within a relative tolerance of $10^{-5}$.

Screening turns this electrochemical shift into an electric potential. The density change is $\delta n=N(\langle g\rangle-U)$. Poisson's equation for $U=-e\,\delta\phi$ reads $\nabla^2U=-e^2\delta n/\varepsilon_0$. With $\kappa^2=e^2N/\varepsilon_0$,

$$
U_{\mathbf q}=\frac{\kappa^2}{q^2+\kappa^2}\langle g\rangle_{\mathbf q},\qquad
\frac{\kappa^2}{q^2(q^2+\kappa^2)}=\frac1{q^2}-\frac1{q^2+\kappa^2}.
$$

The last expression transforms to $(1-e^{-\kappa r})/(4\pi r)$. Minus its radial derivative gives

$$
\delta\phi=-\frac{\lambda\sigma_{\rm tr}}{4\pi}\frac{\mathbf E\cdot\mathbf r}{r^3}
\left[1-(1+\kappa r)e^{-\kappa r}\right]. \tag{9}
$$

For $\kappa r\gg1$ the bracket tends to one. Charge neutrality is then restored, and the electrochemical shift appears as voltage. Comparison with $\mathbf p\cdot\mathbf r/(4\pi\varepsilon_0r^3)$ gives $\mathbf p=-\varepsilon_0\lambda\sigma_{\rm tr}\mathbf E$.

Equation (9) is a Thomas–Fermi mean-field result for a point source. It omits the correction $b/r$ of section C and does not describe the interior of the scatterer, so its gradient at $r=0$ must not be used as a force on the ion.

## E. The force of one wave

If the scatterer sits at $\mathbf R$, its potential is $V(|\mathbf r-\mathbf R|)$, and the force on it is $-\partial_{\mathbf R}\langle V\rangle=\int|\psi|^2\nabla V\,d^3r$. The component along $\mathbf k$ contains the same average $D$. With $u_L=rR_L$,

$$
F_k=4\pi\int_0^\infty r^2V'D\,dr
=8\pi\sum_L(L+1)\sin\Delta_L\int_0^\infty V'u_Lu_{L+1}\,dr. \tag{10}
$$

The radial integral can be done in closed form. Let $a=u_L$, $b=u_{L+1}$, $\nu=L+1$ and $w=2mV/\hbar^2-k^2$. The radial equations are

$$
a''=\left[\frac{\nu(\nu-1)}{r^2}+w\right]a,\qquad
b''=\left[\frac{\nu(\nu+1)}{r^2}+w\right]b .
$$

Consider

$$
G=a'b'-wab-\frac{\nu(ab'-a'b)}{r}-\frac{\nu^2ab}{r^2}.
$$

The derivatives of its pieces are

$$
\begin{aligned}
(a'b')'&=\frac{\nu(\nu-1)ab'+\nu(\nu+1)a'b}{r^2}+w(ab)',\\
(wab)'&=w'ab+w(ab)',\\
\left[\frac{\nu(ab'-a'b)}{r}\right]'&=\frac{2\nu^2ab}{r^3}-\frac{\nu(ab'-a'b)}{r^2},\\
\left[\frac{\nu^2ab}{r^2}\right]'&=\frac{\nu^2(ab'+a'b)}{r^2}-\frac{2\nu^2ab}{r^3}.
\end{aligned}
$$

The last two lines add up to the fraction in the first line. Therefore $G'=-w'ab$.

At the origin $a\sim r^\nu$ and $b\sim r^{\nu+1}$, so $G$ vanishes at least as fast as $r^{2\nu-1}$. Far away $a=\sin x/k$ and $b=\sin y/k$, so $G\to\cos x\cos y+\sin x\sin y=\cos(x-y)=-\sin\Delta_L$. Integration of $w'ab=-G'$ gives

$$
\frac{2m}{\hbar^2}\int_0^\infty V'u_Lu_{L+1}\,dr=\sin\Delta_L . \tag{11}
$$

Inserting this in (10) and using (4),

$$
F_k=\frac{4\pi\hbar^2}{m}\sum_L(L+1)\sin^2\Delta_L=\frac{\hbar^2k^2}{m}\sigma_{\rm tr}. \tag{12}
$$

This is incident flux times momentum times transport cross section, per unit incident density. It points along $\mathbf k$ for attractive and repulsive potentials alike.

## F. The wind force and its voltage

The equilibrium distribution is isotropic and exerts no net force. The current-carrying part gives

$$
\mathbf F_w=N\left\langle g_0\,\frac{\hbar^2k_F^2}{m}\sigma_{\rm tr}\mathbf\Omega\right\rangle
=\frac{3n}{2\varepsilon_F}\left(-\frac{e\lambda\mathbf E}{3}\right)2\varepsilon_F\sigma_{\rm tr}
=-n\lambda\sigma_{\rm tr}e\mathbf E . \tag{13}
$$

The cross section is taken at the Fermi energy. This requires it to vary little over the displacement of the Fermi sphere and over the thermal width; a very narrow resonance would violate the condition. A direct sum over a sphere displaced by $0.02\,k_F$, with energy-dependent $\sigma_{\rm tr}$, was tested against (13) and gave the ratio $0.99998$.

Often the current density is given, not the field. By (3), $\lambda\mathbf E=\hbar k_F\mathbf j/(ne^2)$, so

$$
\mathbf F_w=-\frac{\hbar k_F\sigma_{\rm tr}}{e}\mathbf j,\qquad
\delta\phi=-\frac{\hbar k_F\sigma_{\rm tr}}{4\pi ne^2}\frac{\mathbf j\cdot\mathbf r}{r^3}. \tag{14}
$$

At fixed current, neither depends on the background mean free path. The wind valence does, because a cleaner metal needs less field for the same current.

The dipoles must also account for the added resistance. Consider a thin layer normal to $\mathbf E$ with $n_s$ scatterers per area. At distance $d$ on the $+\mathbf E$ side their potential is

$$
-\frac{n_s\lambda\sigma_{\rm tr}E}{4\pi}\int_0^\infty\frac{2\pi s\,d}{(d^2+s^2)^{3/2}}\,ds=-\frac{n_s\lambda\sigma_{\rm tr}E}{2},
$$

and it has the opposite sign on the other side. The added voltage drop is $n_s\lambda\sigma_{\rm tr}E$. For $n_i$ independent scatterers per volume, at fixed current,

$$
\frac{\Delta\rho}{\rho}=n_i\lambda\sigma_{\rm tr}. \tag{15}
$$

The collision rates agree: the scatterers add $n_iv_F\sigma_{\rm tr}$ to $1/\tau=v_F/\lambda$. Momentum balances too. The extra field acts on the electrons with force density $-ne\,n_i\lambda\sigma_{\rm tr}\mathbf E=n_i\mathbf F_w$, which they pass on to the scatterers.

Equation (15) treats each scatterer as a point. A potential of finite extent also changes the local wavevector, $k^2=k_F^2-2mV/\hbar^2$. By (3) the conductivity is proportional to $k^2\lambda$, so at fixed $\lambda$ it changes locally by the fraction $-V/\varepsilon_F$. This adds $n_i\int V\,d^3r/\varepsilon_F$ to $\Delta\rho/\rho$. To first order in $V$, $\int V\,d^3r=-Z/N$ for Friedel sum $Z$, and the numerator of $b$ is $\sum(2L+1)\delta_L=\pi Z/2$, so $b\approx2Z/(3n\sigma_{\rm tr})\approx-\int V\,d^3r/(\varepsilon_F\sigma_{\rm tr})$. Equation (15), and with it the dipole at $r\gg\lambda$, is thus multiplied by about $1-b/\lambda$. The coefficient depends on how the background scattering varies with energy: at fixed $\tau$ it is about $3/2$ times larger.

## G. Worked example

The model has $k_F=0.8\,a_0^{-1}$, hence $n=0.01729\,a_0^{-3}$, and $\lambda=200\,a_0$. The scatterer is a Gaussian potential $V\propto e^{-r^2/w^2}$ of width $w=2\,a_0$. Its strength is fixed by the Friedel sum $(2/\pi)\sum(2L+1)\delta_L$, set to $+1$ for an attractive impurity and to $-1$ for a repulsive, vacancy-like scatterer.

For the attractive case the first phase shifts are $0.5162$, $0.2349$, $0.0545$ and $0.0092$ rad. The first three terms of (4) give

$$
\sigma_{\rm tr}\approx\frac{4\pi}{0.64}\,(0.0771+0.0644+0.0061)\,a_0^2\approx2.90\,a_0^2 ,
$$

and the full sum is $2.904\,a_0^2$. The wind valence follows:

$$
Z_{\rm wind}=-0.01729\times200\times2.904=-10.04 .
$$

The repulsive case has $\sigma_{\rm tr}=3.622\,a_0^2$ and $Z_{\rm wind}=-12.5$. The excess charge has changed sign; the wind has not.

The Friedel sum alone does not fix the wind. If all the scattering for sum $+1$ were in $L=0$, then $\delta_0=\pi/2$ and (4) would give $4\pi/k_F^2=19.6\,a_0^2$, almost seven times the attractive value. Several phase shifts are needed, since (4) contains their differences.

At $j=10^{10}\,{\rm A/m^2}$ the background resistivity of $5.03\,\mu\Omega\,$cm requires $E=503$ V/m. The attractive impurity feels a wind force of $8.09\times10^{-16}$ N against $\mathbf E$. Over a path of $5\,a_0$ this force does $1.34\,\mu$eV of work.

On the axis at $20\,a_0$, (1) gives $3.07$ nV, against $532$ nV from the applied field. This is only an order of magnitude, because the length $b$ of section C is $13.0\,a_0$ here: at $20\,a_0$ the smooth density is about a third of (7). For the repulsive case $b=-10.4\,a_0$, and the smooth density there is about one and a half times (7). Without background collisions the deviations at $100\,a_0$ would be $13\%$ and $10\%$. That distance is already $\lambda/2$, so these two values are only estimates. Extrapolated inward, (1) would make the two equal at $r=(\lambda\sigma_{\rm tr}/4\pi)^{1/3}=3.59\,a_0$. That is within two potential widths, where the far-field formula is a scale and not a prediction. Far away and before screening, the Friedel oscillation has an amplitude of about $2.0\,a_0^2$ in $4\pi r^2D$, against $2.90\,a_0^2$ for the smooth part. The unscreened density therefore keeps the angular factor $\mathbf E\cdot\hat{\mathbf r}$, but it oscillates strongly about the smooth $1/r^2$ profile.

One scatterer per hundred electrons, with the scatterers treated as independent, gives $\Delta\rho/\rho=0.01\times10.04=0.100$, or $0.505\,\mu\Omega\,$cm. The kinetic solution and the voltage of the dipole sheets agree on this value, as the numerical output shows. Both treat the scatterer as a point. With $b/\lambda=0.065$, the correction of section F lowers the value by about $6\%$ at fixed $\lambda$ and about $10\%$ at fixed $\tau$.

## H. Use and limits

To implement the result, compute the phase shifts at $k_F$, sum (4) until it converges, and use (14) if the current is known. Take $\lambda$ from transport, not from the total scattering rate. Add $Z_{\rm direct}$ separately before comparing $Z^*$ with a measured drift.

The condition $\sigma_{\rm tr}\ll\lambda^2$ is well met here: the ratio is $7\times10^{-5}$. It allows the return of scattered electrons to the same scatterer to be neglected. The error made is larger than this ratio, because most returns come from collisions close to the scatterer: the returning share scales as $\sqrt{\sigma_{\rm tr}}/\lambda$, which is $0.9\%$ here, times a geometric factor of about $0.2$ for a classical hard sphere. The larger error in the dipole and in (15) is the correction of order $b/\lambda$ of section F, about $6\%$ here. The formulas do not cover a strongly non-spherical Fermi surface or scatterers close enough to scatter coherently. An adatom also lies outside them, because the surface breaks the spherical symmetry used in (4), (5) and (8).

## Numbers as computed

```
Fermi wavevector kF = 0.800 1/a0
electron density n = 0.017292 a0^-3
mean free path = 200.0 a0
mean free path, converted = 10.584 nm
width of Gaussian potential = 2.00 a0
Thomas-Fermi screening length = 0.9908 a0
background resistivity = 5.0288 microohm cm
current density = 1.00e+10 A/m^2
applied field E = 502.88 V/m
[attractive] potential at centre = -0.25821 hartree
[attractive] Friedel sum = 1.000000
[attractive] phase shifts L=0..4 = 0.51623 0.23487 0.05446 0.00922 0.00126 rad
[attractive] transport cross section = 2.9037 a0^2
[attractive] integrated force of unit-density wave = 1.85838 hartree a0^2
[attractive] kF^2 sigma_tr = 1.85838 hartree a0^2
[attractive] wind valence = -10.042
[attractive] wind force along E = -8.0912e-16 N
[attractive] wind work over 5 a0 = 1.3362 microeV
[attractive] dipole potential size at 20 a0 on axis = 3.0746 nV
[attractive] radius where dipole equals applied potential = 3.589 a0
[repulsive] potential at centre = 0.31138 hartree
[repulsive] Friedel sum = -1.000000
[repulsive] phase shifts L=0..4 = -0.57948 -0.20977 -0.05486 -0.01032 -0.00148 rad
[repulsive] transport cross section = 3.6217 a0^2
[repulsive] integrated force of unit-density wave = 2.31790 hartree a0^2
[repulsive] kF^2 sigma_tr = 2.31790 hartree a0^2
[repulsive] wind valence = -12.525
[repulsive] wind force along E = -1.0092e-15 N
[repulsive] wind work over 5 a0 = 1.6666 microeV
[repulsive] dipole potential size at 20 a0 on axis = 3.8348 nV
[repulsive] radius where dipole equals applied potential = 3.863 a0
applied potential size at 20 a0 = 532.2292 nV
Tests below use the attractive scatterer
smooth density dipole from scattering states = -2.9038 a0^2
Friedel oscillation amplitude, same scale = 1.9671 a0^2
kinetic solution / dipole formula at q*mfp=0.3: 1.0000000
kinetic solution / dipole formula at q*mfp=1.0: 1.0000000
kinetic solution / dipole formula at q*mfp=3.0: 1.0000000
displaced-sphere force / formula = 0.999984
relative added resistivity, n_i = 0.01 n, kinetic = 0.100423
relative added resistivity, dipole voltage = 0.100423
added resistivity = 0.5050 microohm cm
sigma_tr / mfp^2 = 7.26e-05
```
